# Why exchange-striction polarization often falls as Hubbard U increases

## One bond between equal ions

Take two equal magnetic ions, each with one active orbital and one electron. An electron can hop between them with amplitude $t$, and two electrons in the same orbital cost an extra energy $U\gg t$.

If the spins are parallel, the Pauli principle forbids the hop and the energy stays at zero. If they are antiparallel, either electron may make a virtual visit to the other ion and return. Each visit lowers the energy by $t^2/U$, so

$$E_{\rm anti}-E_{\rm par}=-\frac{2t^2}{U}.$$

Let the hopping grow as $t\,e^{\beta u}$ when the bond shortens by $u$. The antiparallel bond then pulls its ions together with the force

$$F=-\frac{d}{du}\left(-\frac{2t^2e^{2\beta u}}{U}\right)_{u=0}=\frac{4\beta t^2}{U}.$$

The parallel bond has no such force. A larger $U$ makes the visits rarer, and the magnetic force weakens as $1/U$ at fixed $t$ and $\beta$. This is the core of the effect.

This bond has no electronic dipole, because visits to the left and to the right are equally likely. In the straight chain below, a polarization arises because the ions differ and the spin order makes neighbouring bonds differ.

## A polar chain

Let ions A and B alternate with spacing $d$, carrying the spins up, up, down, down. Choose the domain in which a parallel bond has A on its left and B on its right. An antiparallel bond then has B on its left and A on its right. Each AB pair of the chain owns one bond of each kind.

The electron level is $+\Delta/2$ on A and $-\Delta/2$ on B, with $|\Delta|<U$. Each active electron is balanced by one unit of core charge on its own ion. In addition B carries a rigid charge $+Qe$ and A carries $-Qe$, where $e>0$. The spin order is imposed and collinear, as in a broken-symmetry mean-field calculation, and $t\ll U-|\Delta|$.

On an antiparallel bond, a hop from A to B costs $U-\Delta$ and the reverse hop costs $U+\Delta$. Second-order perturbation theory gives

$$E=-\frac{t^2}{U-\Delta}-\frac{t^2}{U+\Delta}=-\frac{2t^2U}{U^2-\Delta^2}=-\frac J2,\qquad J=\frac{4t^2U}{U^2-\Delta^2}.$$

The name $J$ fits the usual exchange constant. In the two-electron singlet the two spin arrangements add coherently, which raises the amplitude to each doubly occupied state to $\sqrt2\,t$ and the energy gain to $J$. The triplet gains nothing, so $J$ is the singlet–triplet splitting. The imposed collinear state gains half of it. For $t=0.1$ eV, $\Delta=1$ eV and $U=6$ eV the formula gives 6.857 meV, and diagonalization of the two-electron problem gives 6.849 meV.

## First contribution: the ions move

Let B move to the right by $u$ relative to A. The antiparallel bond shortens to $d-u$ and the parallel bond lengthens to $d+u$. With elastic stiffness $K$ per AB pair,

$$E(u)=-\frac J2e^{2\beta u}+\frac12Ku^2.$$

Setting $dE/du=0$ gives $Ku=\beta Je^{2\beta u}$. For $2\beta u\ll1$ the exponential is close to one, so

$$u\simeq\frac{\beta J}{K},\qquad p_{\rm ion}=Qeu\simeq\frac{Qe\beta J}{K}.$$

The dipole $p_{\rm ion}$ belongs to one AB pair. It is positive for $Q>0$, since positive charge moves to the right. The active electron moves with its compensating core, so this pair of charges adds nothing at leading order.

## Second contribution: electrons move between fixed ions

Now hold the ions at $u=0$. First-order perturbation theory for the state gives each virtual configuration a probability equal to the squared amplitude over the squared cost. A hop from A to B on an antiparallel bond carries charge $-e$ to the left by $d$, a dipole of $+ed$. The reverse hop gives $-ed$. Therefore

$$p_{\rm el}=ed\,t^2\left[\frac1{(U-\Delta)^2}-\frac1{(U+\Delta)^2}\right]
=ed\,t^2\,\frac{(U+\Delta)^2-(U-\Delta)^2}{(U^2-\Delta^2)^2}.$$

The numerator of the fraction is $4U\Delta$, so

$$p_{\rm el}=\frac{4ed\,t^2U\Delta}{(U^2-\Delta^2)^2}=\frac{edJ\Delta}{U^2-\Delta^2}.$$

The same result follows from the energy. A field $\mathcal E$ pointing right adds $e\mathcal Ex$ to an electron's energy. On an antiparallel bond A lies to the right of B, so the field changes $\Delta$ to $\Delta+e\mathcal Ed$. With $E=-J/2$,

$$p_{\rm el}=-\frac{\partial E}{\partial\mathcal E}=\frac{ed}{2}\frac{\partial J}{\partial\Delta},\qquad
\frac{\partial J}{\partial\Delta}=\frac{2J\Delta}{U^2-\Delta^2}.$$

The magnetic force and the electronic dipole are thus two derivatives of one virtual-hopping energy, the first with respect to bond length and the second with respect to level offset.

## How fast each part falls

Add the two dipoles and divide by the volume $V$ of an AB pair:

$$P=\frac{eJ}{V}\left[\frac{Q\beta}{K}+\frac{d\Delta}{U^2-\Delta^2}\right].$$

Keep $t,\beta,K,Q,d$ and $\Delta$ fixed while $U$ changes. From $\ln J=\ln U-\ln(U^2-\Delta^2)+{\rm const}$,

$$\frac{d\ln p_{\rm ion}}{d\ln U}=1-\frac{2U^2}{U^2-\Delta^2}=-\frac{U^2+\Delta^2}{U^2-\Delta^2}.$$

The electronic part has one more factor $1/(U^2-\Delta^2)$, which adds $-2U^2/(U^2-\Delta^2)$ to the slope:

$$\frac{d\ln|p_{\rm el}|}{d\ln U}=-\frac{3U^2+\Delta^2}{U^2-\Delta^2}.$$

For $U\gg|\Delta|$ the parts fall as $1/U$ and $1/U^3$. The force depends on the energy of the virtual visits. The dipole depends on their probability, which has one more power of the cost below it, and on the imbalance between the two directions, which supplies another factor of order $\Delta/U$. If $Q$ and $\Delta$ are positive, both parts are positive and decreasing, and so is their sum.

In DFT+U the number entered is not the whole $U$ of these formulas. For an orbital of occupation $n$, the common rotationally invariant correction adds the potential $U_{\rm in}(1/2-n)$. A filled orbital goes down by $U_{\rm in}/2$ and an empty one goes up by the same amount. If the uncorrected functional already has a spin splitting $U_0$, then $U=U_0+U_{\rm in}$, and

$$\frac{d\ln P}{d\ln U_{\rm in}}=\frac{U_{\rm in}}{U_0+U_{\rm in}}\,\frac{d\ln P}{d\ln U}.$$

On a logarithmic scale the fall is therefore gentler in the input parameter, and the model polarization stays finite at $U_{\rm in}=0$, provided that $U_0-|\Delta|\gg t$.

## Weighing the parts in numbers

Take $d=0.27$ nm, $t=0.1$ eV, $\beta=18$ nm$^{-1}$, $\Delta=1$ eV, $K=1000$ eV/nm$^2$ and $Q=3$. A chain cross-section of 0.24 nm$^2$ gives $V=0.24\times2\times0.27=0.1296$ nm$^3$. At $U=4$ eV,

$$J=\frac{4(0.1)^2(4)}{16-1}\ {\rm eV}=10.67\ {\rm meV},\qquad
u=\frac{18\times0.01067}{1000}\ {\rm nm}=0.192\ {\rm pm}.$$

With $1\,e/{\rm nm}^2=16.02$ µC/cm$^2$, the ionic part is

$$P_{\rm ion}=\frac{3\times0.000192}{0.1296}\times16.02=0.0712\ \text{µC/cm}^2.$$

The electronic dipole is $0.27\times0.01067\times1/15=0.000192\,e\,$nm, which gives 0.0237 µC/cm$^2$. The trend is:

| $U$ (eV) | $P_{\rm ion}$ | $P_{\rm el}$ | $P$ (µC/cm$^2$) |
|---:|---:|---:|---:|
| 4 | 0.0712 | 0.0237 | 0.0949 |
| 6 | 0.0458 | 0.0065 | 0.0523 |
| 10 | 0.0270 | 0.0014 | 0.0283 |

From 4 to 10 eV the total falls by a factor of 3.4, the ionic part by 2.6 and the electronic part by about 17. The electronic share of the total drops from 25% to 5%. Even so, about two thirds of the absolute loss is ionic, because that part was larger at the start.

These formulas were tested against a self-consistent unrestricted Hartree–Fock calculation on a ring of 64 ions. Forces came from energy differences, the ionic part from the rigid charge times the relaxed displacement, and the electronic part from the many-electron position phase. The relaxed totals are 0.0956, 0.0526 and 0.0284 µC/cm$^2$ at 4, 6 and 10 eV, within 1% of the table. At 6 eV the logarithmic slopes are $-1.06$ and $-3.12$, against $-1.06$ and $-3.11$ from the formulas.

Two further ring calculations isolate the cause:

- **Hold $J$ fixed.** Raise $U$ from 4 to 10 eV and also raise $t$ from 0.1 to 0.1625 eV, which keeps $J$ unchanged. The displacement changes by a factor of 1.0003. In this model $U$ therefore acts on the ions through $J$. The electronic part still falls, to 0.151 of its value, as the remaining factor $(16-1)/(100-1)=0.152$ requires.
- **Remove hopping on parallel bonds.** At $U=6$ eV the displacement ratio is 1.00000 to the digits computed. The closeness to one is helped by the equal $\beta$ on both bonds, which makes the product of their hoppings independent of $u$; with a parallel-bond rate of zero or $2\beta$ the ratio differs from one by 0.0006. Hopping on parallel bonds is therefore not needed for the displacement.

## The same argument with oxygen in the bond

In many oxides the electron passes through an oxygen orbital. Put the oxygen level at zero, the empty metal level at $D$ and the filled metal level at $D-S$, with $D,S>0$. Let $\tau$ be the metal–oxygen hopping, and hold the levels fixed. Energies below are measured from their values at $\tau=0$.

**Parallel spins.** For one spin direction all three orbitals are filled. The sum of their energies is the trace of the Hamiltonian, which hopping does not change. For the other direction both metal orbitals are empty, and their symmetric combination couples to oxygen with amplitude $\sqrt2\,\tau$. The occupied level obeys $E(E-D)=2\tau^2$. Writing $E=-x$ gives $x=2\tau^2/D-x^2/D$, and one iteration yields

$$E_{\rm par}=-\frac{2\tau^2}{D}+\frac{4\tau^4}{D^3}.$$

**Antiparallel spins.** Each spin direction has one filled metal orbital, a filled oxygen orbital and one empty metal orbital. Since the trace is fixed, the two occupied levels go down by as much as the empty level goes up. Eliminating the other two orbitals gives for the empty level

$$E-D=\frac{\tau^2}{E-\tau^2/(E-D+S)}.$$

In the denominator insert $E\simeq D+\tau^2/D$ and $E-D+S\simeq S$, then expand:

$$E-D\simeq\frac{\tau^2}{D+\tau^2/D-\tau^2/S}\simeq\frac{\tau^2}{D}-\frac{\tau^4}{D^3}+\frac{\tau^4}{D^2S}.$$

The two spin directions together give $E_{\rm anti}=-2\tau^2/D+2\tau^4/D^3-2\tau^4/(D^2S)$. The second-order terms cancel in the difference, leaving

$$G=E_{\rm par}-E_{\rm anti}=\frac{2\tau^4}{D^2}\left(\frac1D+\frac1S\right).$$

To this order and at fixed levels $G\propto\tau^4$, so its force along a coordinate $x$ is $4G\,d\ln\tau/dx$ and shrinks with $G$.

The oxygen occupation is the derivative of the energy with respect to the oxygen level. Raising that level reduces $D$ at fixed $S$, so

$$n_{\rm par}-n_{\rm anti}=-\left(\frac{\partial G}{\partial D}\right)_S=\tau^4\left(\frac6{D^4}+\frac4{D^3S}\right).$$

Suppose the bonds are bent, with the oxygen at height $+h$ on parallel bonds and $-h$ on antiparallel ones. The unequal oxygen charges then leave an electronic dipole of size $eh(n_{\rm par}-n_{\rm anti})$ per two bonds, transverse to the chain.

With nearly integer occupations and no correction on oxygen, $U_{\rm in}$ raises $S$ by $U_{\rm in}$ and $D$ by $U_{\rm in}/2$. Both results fall. Take $\tau=0.6$ eV, $D=2\ {\rm eV}+U_{\rm in}/2$ and $S=3\ {\rm eV}+U_{\rm in}$. Diagonalization at these fixed levels gives $G=37.8$, 8.4 and 3.0 meV for $U_{\rm in}=0$, 3 and 6 eV. The oxygen electron difference is 0.037, 0.0057 and 0.0015. At $U_{\rm in}=0$ the fourth-order formula would give 54 meV, because $\tau/D=0.3$ is not small there; the trend survives, but the formula is then a poor source of numbers. In a self-consistent calculation the levels also respond to the fractional occupations, which changes the diagonalized values too; how much depends on whether the starting splitting responds as well or only the added correction does.

## When the polarization does not fall

**Opposed parts.** The level offset and the rigid charge are separate properties of the ions. If $Q>0$ but $\Delta<0$, the bracket in $P$ becomes a difference. With $c=Kd|\Delta|/(Q\beta)$, the polarization vanishes at $U^2=\Delta^2+c$. Here $c=1000\times0.27\times1/(3\times18)=5$ eV$^2$, so the cancellation lies at $\sqrt6=2.45$ eV.

To find the maximum, write $X=U^2-\Delta^2$, so that $P\propto U/X-cU/X^2$. Setting the derivative with respect to $U$ to zero and multiplying by $X^3$ gives

$$X^2-(2U^2+c)X+4cU^2=0.$$

Replacing $U^2$ by $X+\Delta^2$ turns this into $X^2-(3c-2\Delta^2)X-4c\Delta^2=0$, or $X^2-13X-20=0$ in eV units. Its positive root, $X=14.4$ eV$^2$, gives $U=3.92$ eV. The Hartree–Fock ring yields $-0.048$, 0.038, 0.048 and 0.039 µC/cm$^2$ at 2.2, 3, 4 and 6 eV. The polarization changes sign, rises and then falls. The rise does not mean stronger exchange: the opposing electronic part dies away faster than the ionic part.

**Hund exchange.** Suppose B also has an empty orbital, reached from A with the same $t$ at mean cost $C$. Parallel spins arrive in a triplet of cost $C-J_H$ and gain $t^2/(C-J_H)$. Antiparallel spins arrive half in that triplet and half in a singlet of cost $C+J_H$, so they gain $t^2C/(C^2-J_H^2)$. Parallel spins win by

$$t^2\,\frac{(C+J_H)-C}{C^2-J_H^2}=\frac{t^2J_H}{C^2-J_H^2}.$$

This opposes the main term. With $J_H=0.8$ eV, a crystal splitting of 2 eV and $C=U-2J_H-\Delta+2$ eV, it amounts to 13.7%, 8.2% and 4.5% of $J/2$ at $U=4$, 6 and 10 eV. In a collinear mean-field treatment the antiparallel arrival costs $C$ without the singlet–triplet split, the advantage becomes $t^2J_H/[C(C-J_H)]$, and the shares rise to about 17%, 9% and 5%. If both hoppings have the same $\beta$, the ionic decline from 4 to 10 eV weakens from a factor of 2.6 to 2.4. The share grows as the square of the hopping into the empty orbital. A hopping 2.7 times larger would cancel the main force at 4 eV, and raising $U$ would then restore it.

The same hop also moves charge from A to B, with probability $t^2/(C-J_H)^2$ on a parallel bond and $\tfrac12t^2[(C-J_H)^{-2}+(C+J_H)^{-2}]$ on an antiparallel one. The two bonds point in opposite directions, so the net dipole is $-2ed\,t^2CJ_H/(C^2-J_H^2)^2$. For equal hoppings this removes about 64%, 54% and 48% of the electronic part at 4, 6 and 10 eV. With both corrections the total falls from 4 to 10 eV by a factor of about 2.6 instead of 3.4.

**Changing lattice properties.** A full calculation may also change $Q$ and $K$ with $U$. To hold the ionic part constant between 4 and 10 eV, $Q/K$ would have to grow by a factor of 2.6.

## The model beside a real chain

Apart from the rigid charges, the parameters are rough values for the regime of Ca$_3$CoMnO$_6$, whose chains alternate Co and Mn and show up-up-down-down order at low temperature. Both metal ions there are positive, and the negative charge sits on oxygen. With formal charges of +2 on Co and +4 on Mn, equal and opposite shifts against fixed oxygen would correspond to $Q=1$, not 3. With $Q=1$ the formulas give 0.022 µC/cm$^2$ at 6 eV, the electronic share at 4 eV is one half, and only 40% of the loss between 4 and 10 eV is ionic. Its measured polarization is roughly 0.01 µC/cm$^2$, while the model with $Q=3$ gives 0.052 µC/cm$^2$ at $U=6$ eV. Since $P\propto t^2$, halving $t$ would bring it to 0.013 µC/cm$^2$, so the absolute value is no prediction. The real ions have several active orbitals; the Hund channel estimated above would remove 8% of the ionic part and about half of the electronic part at 6 eV, some 14% of the total. Even the sign depends on the filling: if a filled orbital of a high-spin ion faces a half-filled one, Hund exchange favours parallel spins and the parallel bond shortens. The model therefore does not show which bond shortens in this compound. Their larger spins also fluctuate: for an isolated spin-3/2 pair the antiparallel spin correlation can reach 1.67 times the classical value. The ionic part follows the difference between parallel and antiparallel bonds, so at fixed exchange this would raise it by at most a factor of 1.33. The imposed order is a further input, since antiparallel neighbour exchange alone would favour simple alternation, with every bond antiparallel.

Two other omissions are small for these numbers. At 6 eV, exchange softens $K$ by 0.4%. The zero-point amplitude, 4.4 pm when one AB pair is treated as a single oscillator, far exceeds the static shift of 0.12 pm, yet averaging the hopping over it raises $J$ by only 1.3%. Thermal disorder is not estimated here. At 10 K, $k_BT/J=0.13$, but this ratio alone does not tell how well the imposed order survives, because that depends on the further couplings that stabilize it, which the model leaves out. The complete values are in the numerical output below.

## Computed values

```
spacing d = 0.27 nm; hopping t = 0.1 eV
hopping decay beta = 18.0 1/nm; level offset = 1.0 eV
stiffness K = 1000.0 eV/nm^2; rigid charge Q = 3.0 e
area per chain = 0.24 nm^2; volume per pair = 0.1296 nm^3
1 e/nm^2 = 16.022 uC/cm2
FORMULA: U(eV) J(meV) force(meV/nm) u(pm)
  4.0   10.667   192.00   0.1920
  5.0    8.333   150.00   0.1500
  6.0    6.857   123.43   0.1234
  8.0    5.079    91.43   0.0914
 10.0    4.040    72.73   0.0727
FORMULA: U(eV) P_ion P_el P_total (uC/cm2)
  4.0   0.07121   0.02374   0.09494
  5.0   0.05563   0.01159   0.06722
  6.0   0.04578   0.00654   0.05232
  8.0   0.03391   0.00269   0.03660
 10.0   0.02697   0.00136   0.02833
HARTREE-FOCK RING: U(eV) P_ion P_el P_total (uC/cm2)
  4.0   0.07169   0.02393   0.09562
  5.0   0.05594   0.01165   0.06759
  6.0   0.04599   0.00657   0.05255
  8.0   0.03403   0.00270   0.03672
 10.0   0.02705   0.00136   0.02841
ring force at U=6 eV, u=0: 123.45 meV/nm
log slopes at 6 eV, formula: ion -1.057, el -3.114
log slopes at 6 eV, ring: ion -1.062, el -3.122
J held fixed, U 4 to 10 eV: t becomes 0.1625 eV
  ratio of u = 1.0003; ratio of P_el = 0.1512
  ratio of P_el by formula = 0.1515
parallel hopping removed: u ratio 1.00000
exact dimer J at 6 eV = 6.849 meV
OPPOSED PARTS (offset -1 eV), ring: U(eV) P_total(uC/cm2)
  2.2  -0.04832
  3.0   0.03765
  4.0   0.04777
  6.0   0.03942
formula: cancellation at 2.449 eV, maximum at 3.923 eV
BRIDGE: t_pd=0.6 eV, D=2.0+U/2 eV, S=3.0+U eV
input U(eV) gain(meV) oxygen electron difference(1e-3)
  0.0    37.814    37.036
  3.0     8.374     5.658
  6.0     3.012     1.507
Hund channel: J_H=0.8 eV, crystal splitting=2.0 eV
  share of main gain at U=4,6,10 eV: 13.7%, 8.2%, 4.5%
exchange softening of K at 6 eV = 0.44%
zero-point amplitude = 4.38 pm; J raised by 1.25%
kT/J at 10 K and U=6 eV = 0.126
isolated spin-1.5 pair: correlation up to 1.67 x classical
```
